# Ground Level of a Triangular Well at a Silicon Surface

## Problem

A sufficiently positive gate voltage draws electrons to the boundary between silicon and its oxide. As long as these electrons are few, the electric field in the silicon is nearly uniform close to the boundary. It pushes an electron against the oxide, while the oxide barrier keeps it from going further.

Let $z$ be the distance from the interface into the silicon. In the simplest model the electron has the potential energy

$$V(z)=eFz\quad(z>0),\qquad V=\infty\quad(z<0),$$

where $e>0$ is the elementary charge and $F$ is the magnitude of the field **in the silicon**. The zero of energy is the conduction band edge at the interface, which is the bottom of the well. For a (100) surface, the valleys that give the lowest level have the mass $m=0.916\,m_0$ for motion along $z$, with $m_0$ the free-electron mass. Take $F=0.5$ MV/cm.

(a) Estimate the lowest energy of the motion along $z$ by scaling.

(b) Find it from the Schrödinger equation.

(c) Explain the difference between the two results, and judge how far the model can be trusted.

Motion parallel to the interface is free in this model. Its kinetic energy comes on top of the energy sought here.

## First estimate by scaling

Write $K=\hbar^2/(2m)$. An electron confined to a width $L$ has a kinetic energy of order $K/L^2$ and a potential energy of order $eFL$. With both unknown factors set to one,

$$E(L)=\frac{K}{L^2}+eFL .$$

A narrow state costs kinetic energy and a wide one costs potential energy. The best compromise has zero derivative:

$$-\frac{2K}{L^3}+eF=0\quad\Rightarrow\quad L^3=\frac{2K}{eF}.$$

It is useful to define the length

$$l=\left(\frac{K}{eF}\right)^{1/3},$$

so that $L=2^{1/3}l$. The condition also says $K/L^2=eFL/2$: the kinetic part is half the potential part. Hence

$$E_{\rm est}=\tfrac32\,eFL=\tfrac32\,2^{1/3}\,eFl=1.89\,eFl .$$

Now the numbers. Since $\hbar^2/(2m_0)=0.03810$ eV nm$^2$,

$$K=\frac{0.03810}{0.916}=0.04159\ \text{eV nm}^2 .$$

A field of 1 MV/cm is 0.1 V/nm, so the force is $eF=0.0500$ eV/nm. Then

$$l=\left(\frac{0.04159}{0.0500}\right)^{1/3}\text{nm}=0.9405\ \text{nm},\qquad eFl=0.04702\ \text{eV},$$

and $E_{\rm est}=1.89\times0.04702=0.089$ eV.

The estimate fixes how the energy depends on the data. Because $eFl=K^{1/3}(eF)^{2/3}$, the energy grows as $F^{2/3}$ and falls as $m^{-1/3}$. The numerical factor 1.89 is less certain, because the two factors of order one were guessed.

## Exact solution of the model

**Equation without units.** The wave function $u(z)$ obeys

$$-K\frac{d^2u}{dz^2}+eFz\,u=Eu,\qquad u(0)=0,\qquad u\to0\ \text{as}\ z\to\infty .$$

Put $E=\lambda\,eFl$ and $z=l(s+\lambda)$, with $\lambda$ and $s$ pure numbers. Then $d^2u/dz^2=l^{-2}u''$, where a prime means $d/ds$, and

$$u''=\frac{l^2}{K}\left[eFl(s+\lambda)-\lambda eFl\right]u=\frac{eFl^3}{K}\,s\,u=s\,u .$$

The last step uses $l^3=K/(eF)$. The wall $z=0$ lies at $s=-\lambda$. The task is therefore to find the decaying solution of $u''=su$ and its zeros. The zero with the smallest $\lambda$ gives the ground level.

**Two series.** Insert $u=\sum a_ns^n$ into $u''=su$ and compare the powers $s^{n+1}$:

$$(n+3)(n+2)\,a_{n+3}=a_n,\qquad a_2=0 .$$

The coefficients $a_0$ and $a_1$ are free. Choosing $(1,0)$ and then $(0,1)$ gives

$$f=1+\frac{s^3}{6}+\frac{s^6}{180}+\frac{s^9}{12960}+\dots,\qquad
g=s+\frac{s^4}{12}+\frac{s^7}{504}+\frac{s^{10}}{45360}+\dots$$

Both grow for positive $s$, so the decaying solution must be a combination in which the growth cancels.

**The decaying combination.** The quantity $fg'-f'g$ has the derivative $fg''-f''g=s(fg-fg)=0$. It keeps its value at $s=0$, which is 1. Therefore

$$\left(\frac fg\right)'=\frac{f'g-fg'}{g^2}=-\frac1{g^2}.$$

For $s>0$ the ratio $f/g$ is positive and falls, so it has a limit $r$. Integrating from $s$ to infinity gives $f/g-r=\int_s^\infty ds'/g^2$, and hence

$$u\equiv f-rg=g\int_s^\infty\frac{ds'}{g(s')^2}>0 .$$

This function does decay. Since $g''=sg>0$, the slope $g'$ increases, and

$$\int_s^\infty\frac{ds'}{g^2}\le\frac1{g'(s)}\int_s^\infty\frac{g'\,ds'}{g^2}=\frac1{g'(s)\,g(s)} .$$

So $u\le1/g'(s)$, which tends to zero. Any independent solution contains some $g$ and grows. Up to a constant factor, $u$ is the Airy function.

Summing the series gives $f/g=0.75625$, $0.73020$, $0.72904$ and $0.72901$ at $s=2,3,4$ and $6$. The limit is $r=0.72901$ to five digits.

**The first zero.** The function $u$ is positive for $s>0$, and $u(0)=1$, so all zeros lie at negative $s$. The series give

- at $s=-2.33$: $f=-0.36137$, $g=-0.51767$, $u=+0.0160$;
- at $s=-2.34$: $f=-0.37090$, $g=-0.50364$, $u=-0.0037$.

There is a zero in between, and linear interpolation places it at $s=-2.338$.

It must still be shown that no zero lies closer to the origin. Let $a<b$ be neighbouring zeros in the interval from $-2.34$ to $0$. Integration by parts gives

$$\int_a^b u'^2ds=-\int_a^b u\,u''ds=\int_a^b|s|\,u^2ds\le2.34\int_a^bu^2ds .$$

A function that vanishes at both ends of a box also satisfies $\int u'^2\ge[\pi/(b-a)]^2\int u^2$, because the right side corresponds to the lowest kinetic energy in the box. Together these give $b-a\ge\pi/\sqrt{2.34}=2.05$.

Now $u$ is positive at both $-2.33$ and $0$. Each zero changes its sign, since $u$ and $u'$ cannot vanish together. The number of zeros between these points is thus even. Two of them, with the one already found, would make three zeros in a length of 2.34, but three need at least 4.1. So there are none, and $\lambda=2.338$ belongs to the ground state.

**Result.**

$$E_0=2.338\left(\frac{\hbar^2}{2m}\right)^{1/3}(eF)^{2/3}=2.338\times0.04702\ \text{eV}=0.110\ \text{eV}.$$

The level lies about 0.11 eV, or 110 meV, above the silicon band edge at the interface. A classical electron with this energy would turn back at $E_0/(eF)=2.2$ nm.

## Comparison of the two results

The estimate of 0.089 eV is 19 % below the exact model value. The mean energies show where the difference comes from.

Stretch the exact state to $\sqrt b\,u(bz)$. This respects the wall and changes the mean energy to $b^2\langle T\rangle+\langle V\rangle/b$, with $T$ the kinetic energy. An eigenstate makes the mean energy stationary, so the derivative vanishes at $b=1$:

$$2\langle T\rangle=\langle V\rangle,\qquad \langle T\rangle=\frac{E_0}3,\qquad \langle V\rangle=\frac{2E_0}3 .$$

The estimate had this same division of the energy. The mean distance from the wall is

$$\langle z\rangle=\frac{2E_0}{3eF}=1.47\ \text{nm}.$$

If $L$ is identified with $\langle z\rangle$, the potential term $eFL$ is exact. The kinetic term is not, because the true state has

$$\frac{\langle T\rangle\langle z\rangle^2}{K}=\frac{E_0}{3}\,\frac{4E_0^2}{9(eF)^2K}=\frac{4\lambda^3}{27}=1.89,$$

where $E_0^3=\lambda^3K(eF)^2$ was used. The estimate had put 1 in this place. With $cK/L^2$ as kinetic term, its result is multiplied by $c^{1/3}$. With one more digit, $c=1.894$, this factor is 1.237, and $1.890\times1.237=2.338$. With this choice of $L$, the whole gap comes from the kinetic factor; another measure of the width would divide it differently between the two terms. That the numbers 1.89 for $c$ and for the energy factor nearly agree is a coincidence.

The power laws are shared by both results. A field 10 % higher raises the level by about 7 %. They also settle a question of wording. If 0.5 MV/cm were the field in the **oxide**, continuity of permittivity times field, without interface charge, would make the silicon field $3.9/11.7=1/3$ of that value. The level would then be multiplied by $3^{-2/3}=0.48$ and lie at 0.053 eV.

## What the model leaves out

The following sizes use rough typical parameters. Each effect is taken alone, with the surface field held at 0.5 MV/cm.

**Finite barrier.** Let the oxide barrier be $V_0=3.1$ eV and the oxide mass $m_{\rm ox}=0.5\,m_0$. In the oxide $u\propto e^{\kappa z}$, with

$$\kappa=\sqrt{\frac{2m_{\rm ox}(V_0-E_0)}{\hbar^2}}=\sqrt{\frac{0.5\times2.99}{0.0381}}\ \text{nm}^{-1}=6.26\ \text{nm}^{-1}.$$

Take both $u$ and $(1/m)\,du/dz$ as continuous at the interface. This is the usual effective-mass rule, and at a silicon/oxide boundary it is an assumption. On the silicon side, therefore, $u/(du/dz)=m_{\rm ox}/(m\kappa)=d=0.087$ nm. Extended as a straight line, $u$ vanishes at $z=-d$, as if the wall stood there. The level shifts by $-eFd=-4.4$ meV. Diagonalization on a grid with the barrier and both masses gives $-4.3$ meV. The size depends on the matching rule: continuity of $du/dz$ itself, with the same $\kappa$, would give about $-8$ meV.

**Charge of the electrons.** The field is uniform only where there is no charge. Suppose a share $p=0.5$ of the surface field ends on inversion electrons, all in the ground state. By Gauss's law the field falls as one passes through them, and the potential energy becomes

$$V(z)=eFz-p\,eF\int_0^z(z-z')\,|u(z')|^2dz',$$

with $u$ normalized to one. Solving this together with the Schrödinger equation until both agree lowers the level by 9 meV.

The other half of the field ends on ionized acceptors. For uniform doping and a band bending of 0.9 eV, this part falls linearly to zero over $W=2\times0.9/0.025=72$ nm. The resulting shift, $-0.025\,\langle z^2\rangle/(2W)$ in eV and nm, needs a second moment. By differentiation and $u''=su$ one verifies

$$\left(s^3u^2-s^2u'^2+2s\,uu'-u^2\right)'=5s^2u^2,\qquad (su^2-u'^2)'=u^2 .$$

Integrated from $-\lambda$, where $u=0$, these give $\lambda^2u'(-\lambda)^2/5$ and $u'(-\lambda)^2$. Their quotient is $\langle s^2\rangle=\lambda^2/5$. As $\langle z\rangle=2\lambda l/3$ means $\langle s\rangle=-\lambda/3$,

$$\langle z^2\rangle=l^2\left(\tfrac15-\tfrac23+1\right)\lambda^2=\tfrac8{15}\left(\frac{E_0}{eF}\right)^2=2.58\ \text{nm}^2 ,$$

and the shift is only $-0.4$ meV.

**Image force.** Silicon has the higher permittivity ($\epsilon_s=11.7$ against $\epsilon_{\rm ox}=3.9$), so an electron in it is repelled by its image of equal sign. The image charge is $(\epsilon_s-\epsilon_{\rm ox})/(\epsilon_s+\epsilon_{\rm ox})$ times the electron charge, at a distance $2z$. With the factor one half for an induced charge,

$$V_{\rm im}=\frac{e^2}{16\pi\epsilon_0\epsilon_s}\,\frac{\epsilon_s-\epsilon_{\rm ox}}{\epsilon_s+\epsilon_{\rm ox}}\,\frac1z=\frac{0.0154\ \text{eV nm}}{z}.$$

Grid diagonalization with this term and a hard wall raises the level by 13 meV. This holds for a very thick oxide. A metal gate behind only a few nanometres of oxide attracts the electron through its own image and makes the rise smaller: about 8 meV for 5 nm of oxide and 3 meV for 2 nm, while at 1 nm the shift is slightly negative.

**Band shape.** If the energy $\varepsilon$ of the motion obeys $\varepsilon(1+\alpha\varepsilon)=T$ with $\alpha=0.5$ eV$^{-1}$, then $\varepsilon\approx T-\alpha T^2$. From $Tu=-eFl\,u''=-eFl\,s\,u$ follows $\langle T^2\rangle=(eFl)^2\langle s^2\rangle=E_0^2/5$. The shift is $-\alpha E_0^2/5=-1.2$ meV.

**Other levels.** The next zero of $u$ gives a second level at 0.192 eV. Four further valleys have the normal mass $0.19\,m_0$, and the law $m^{-1/3}$ puts their lowest level at 0.186 eV. At 300 K, $k_BT=0.026$ eV, so these levels are not empty. The inversion density is $p\,\epsilon_s\epsilon_0F/e=1.6\times10^{12}$ cm$^{-2}$. Spreading it by Fermi statistics over twenty triangular-well levels of each kind, with constant two-dimensional densities of states, leaves 76 % in the ground subband. The charge of the electrons flattens the potential farther out, which brings the higher levels closer and reduces this share, to about 60 % when all subbands are filled self-consistently. The finite barrier acts in the same direction: $d$ grows as $1/m$, so the lowest level of the light valleys drops by about 20 meV, and this alone lowers the share to about 65 %. Electrons in the higher levels sit farther from the interface on average and weaken the field near it less, so the one-subband charge shift above overstates the lowering; with all subbands filled it is about 7 meV instead of 9 meV.

**Escape.** Without interface charge the oxide field is 1.5 MV/cm. Across 5 nm of oxide the barrier top drops from 2.99 to 2.24 eV above the level. The tunnelling factor $\exp(-2\int\kappa\,dx)$ is $e^{-58.5}$, or about $10^{-25}$, so treating the level as bound is safe here. A much thinner oxide would need a new calculation.

## The model beside a real transistor

A silicon field of some tenths of a MV/cm up to about 1 MV/cm is a rough range for a transistor channel that is switched on, so the chosen value is ordinary. The oxide field is far below the breakdown strength of a good oxide, roughly 10 MV/cm. Among the effects calculated here, with the matching rule used at the barrier and an oxide of 5 nm or more, the charge of the inversion electrons and the image force matter most for the level. In the approximations used above, one subband and a very thick oxide, they move it by about $-8$ % and $+12$ % of $E_0$. Their sum is not yet a corrected level, since exchange and correlation among the electrons, as well as interface roughness, have not been calculated. The value 0.11 eV is the answer of the triangular well; for a real channel it is an estimate, since single effects left out of the model already move the level by about 10 meV.

The picture of one level in a straight potential weakens in two limits. In a weak field the levels crowd together, since their spacing falls as $F^{2/3}$. At 0.05 MV/cm the first two levels of the model are only 0.018 eV apart, less than $k_BT$ at 300 K, and the ground level alone says little about the electrons. When most of the surface field ends on the inversion electrons themselves, the field drops strongly within the state, and a self-consistent potential describes it better than the straight line.
